# Island density in one-dimensional diffusion channels: the one-fourth power law: verification in Python

```python
"""
Result under test: for adatoms diffusing in one-dimensional channels, with
irreversible dimer nucleation and point islands, the island density tends to
    N = A (theta F / D)^(1/4),   A = (4 c M4)^(1/4),
for (F/D)^(1/3) << theta << 1.
F: arrivals per site and second; D: diffusion coefficient in sites^2/s, equal
to the hop rate in each direction; theta: coverage; N: islands per site.
A gap of length L between islands nucleates at the rate c F^2 L^4 / D.
M4: mean fourth power of the gap length divided by its mean.
At fixed theta the leading corrections to the limit vary as (F/D)^(1/4).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(20417)


def pair_problem(length):
    """Two walkers on a lattice gap: nucleation rate in units F^2/D, and
    the weights of the meeting sites 1 .. length-1."""
    i, j = np.triu_indices(length - 1, 1)
    i, j = i + 1, j + 1
    size = i.size
    index = np.full((length + 1, length + 1), -1)
    index[i, j] = np.arange(size)
    meets = np.zeros(size)
    rows, cols = [], []
    for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        ni, nj = i + di, j + dj
        meets += ni == nj
        inside = (ni > 0) & (nj < length) & (ni < nj)
        rows.append(np.flatnonzero(inside))
        cols.append(index[ni[inside], nj[inside]])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    links = coo_matrix((np.ones(rows.size), (rows, cols)), shape=(size, size))
    walk = (4 * identity(size) - links).tocsc()
    site = np.arange(1, length)
    single = site * (length - site) / 2.0      # one-adatom density times D/F
    source = single[i - 1] + single[j - 1]
    meeting_probability = spsolve(walk, meets)
    rate = source @ meeting_probability + single.sum()
    pair_density = spsolve(walk, source)
    place = single.copy()                      # arrival directly on an adatom
    near = j == i + 1
    np.add.at(place, i[near] - 1, pair_density[near])
    np.add.at(place, j[near] - 1, pair_density[near])
    assert abs(place.sum() / rate - 1) < 1e-9
    return rate, place / place.sum()


def split_gaps(weights, duration):
    """Split a unit gap repeatedly; a gap of length L splits at rate L^4."""
    cells = weights.size + 1
    lengths, born, finished = np.array([1.0]), np.array([0.0]), []
    while lengths.size:
        death = born + rng.exponential(size=lengths.size) / lengths**4
        alive = death > duration
        finished.append(lengths[alive])
        parent, when = lengths[~alive], death[~alive]
        cell = rng.choice(np.arange(1, cells), size=parent.size, p=weights)
        part = (cell + rng.random(parent.size) - 0.5) / cells
        lengths = np.concatenate((parent * part, parent * (1 - part)))
        born = np.concatenate((when, when))
    return np.concatenate(finished)


def grow(ratio, coverage, sites, extended=False):
    """Follow every hop. One step moves each adatom by one site, so that
    D = 1/2 site^2 per step and F = 1/(2 ratio) per site and step.
    Adatoms stay sorted; a pair bonds on one site or on adjacent sites."""
    island = np.zeros(sites, dtype=bool)
    island[0] = island[-1] = True
    steps = int(round(2 * coverage * ratio))
    arrivals = rng.poisson(sites / (2 * ratio), steps).tolist()
    adatoms = np.empty(0, dtype=np.int64)
    coins, used, count = np.empty(0, dtype=np.int64), 0, 0
    counts, populations = [], []
    nonzero = np.count_nonzero
    for new in arrivals:
        n = adatoms.size
        if used + n > coins.size:
            coins, used = 2 * rng.integers(0, 2, 1 << 20) - 1, 0
        hop = coins[used:used + n]
        used += n
        adatoms = adatoms + hop
        captured = island[adatoms]
        if nonzero(captured):
            if extended:
                island[(adatoms - hop)[captured]] = True
            adatoms = adatoms[~captured]
        if new:
            landed = rng.integers(1, sites - 1, new)
            adatoms = np.sort(np.concatenate((adatoms, landed)))
            adatoms = adatoms[~island[adatoms]]
        close = (adatoms[1:] - adatoms[:-1]) < 2
        while nonzero(close):
            k = int(close.argmax())
            island[adatoms[k]] = True
            if extended:
                island[adatoms[k + 1]] = True
            count += 1
            adatoms = np.delete(adatoms, [k, k + 1])
            adatoms = adatoms[~island[adatoms]]
            close = (adatoms[1:] - adatoms[:-1]) < 2
        counts.append(count)
        populations.append(adatoms.size)
    return np.array(counts), np.array(populations), np.flatnonzero(island)


# Closed form of c against the lattice pair problem, and the L^4 law.
odd = np.arange(1, 400, 2) * np.pi
c = 1 / 8 - 24 * np.sum(1 / np.tanh(odd / 2) / odd**5)
rate_50, _ = pair_problem(50)
rate_100, meeting_weights = pair_problem(100)
c_lattice = rate_100 / 100**4
gap_exponent = np.log2(rate_100 / rate_50)
assert abs(c_lattice / c - 1) < 2e-3      # lattice error of order 1/L^2
assert abs(gap_exponent - 4) < 0.01
print(f"c, closed form: {c:.6f}")
print(f"c, lattice pair problem with L = 100: {c_lattice:.6f}")
print(f"exponent of L in the gap nucleation rate: {gap_exponent:.4f}")

# Stationary gap distribution and the predicted prefactor.
duration = 3e17
gaps = split_gaps(meeting_weights, duration)
scaled = gaps * gaps.size
M4_growth = gaps.size**4 / (4 * duration)
M4_direct = np.mean(scaled**4)
M3 = np.mean(scaled**3)
assert abs(M4_direct / M4_growth - 1) < 0.05   # sampling noise of s^4
A = (4 * c * M4_growth)**0.25
print(f"gaps in the splitting simulation: {gaps.size}")
print(f"M4 from growth of the gap number: {M4_growth:.3f}")
print(f"M4 from the gap lengths: {M4_direct:.3f}")
print(f"M3, mean cube of the scaled gap: {M3:.3f}")
print(f"predicted prefactor A: {A:.4f}")


# Rate equations with a constant capture number for pairs.
def constant_capture(ratio, coverage=0.3):
    def change(_, y):
        n, N = y
        return [1 - 2 * ratio * n * n - 12 * ratio * n * N * N, ratio * n * n]
    run = solve_ivp(change, (0, coverage), [0.0, 0.0], method="LSODA",
                    rtol=1e-8, atol=1e-13)
    assert run.success
    return run.y[1, -1]


naive_exponent = np.log(constant_capture(1e8) / constant_capture(1e10)) / np.log(100)
assert abs(naive_exponent - 0.2) < 0.01
print(f"F/D exponent, constant capture number: {naive_exponent:.4f}")

# Hop-by-hop simulation at fixed coverage.
sites, coverage = 200000, 0.3
ratios = np.array([1e4, 7e4, 5e5])
histories, gap_lists, over_law, M4_hops = [], [], [], []
print(f"simulation: {sites} sites, coverage {coverage}")
for ratio in ratios:
    counts, populations, places = grow(ratio, coverage, sites)
    histories.append(counts)
    lengths = np.diff(places).astype(float)
    M4_hops.append(np.mean((lengths / lengths.mean())**4))
    density = counts[-1] / sites
    over_law.append(density / (A * (coverage / ratio)**0.25))
    print(f"D/F = {ratio:.0e}: islands {counts[-1]}, N = {density:.5f}"
          f" per site, over law {over_law[-1]:.3f}, M4 {M4_hops[-1]:.2f}")
densities = np.array([h[-1] for h in histories]) / sites

# Finite D/F lowers the apparent exponent; the bound on it, and on its
# limit, is half the distance between 1/4 and 1/5.
raw_exponent = -np.polyfit(np.log(ratios), np.log(densities), 1)[0]
local = -np.diff(np.log(densities)) / np.diff(np.log(ratios))
middle = np.sqrt(ratios[1:] * ratios[:-1])
limit_exponent = np.polyfit(middle**-0.25, local, 1)[1]
assert abs(raw_exponent - 0.25) < 0.025
assert abs(limit_exponent - 0.25) < 0.025
print(f"F/D exponent over all three runs: {raw_exponent:.4f}")
print(f"F/D exponent, lower and upper pair: {local[0]:.4f}, {local[1]:.4f}")
print(f"F/D exponent extrapolated to large D/F: {limit_exponent:.4f}")

# Prefactor and gap distribution in the limit of large D/F.
small = ratios**-0.25
shortfall_slope, limit_over_law = np.polyfit(small, over_law, 1)
M4_limit = np.polyfit(small, M4_hops, 1)[1]
assert abs(limit_over_law - 1) < 0.05
assert abs(M4_limit / M4_growth - 1) < 0.15    # few thousand gaps per run
print(f"N over law extrapolated to large D/F: {limit_over_law:.3f}")
print(f"M4 of the simulation, extrapolated: {M4_limit:.2f}")

# One length (D/F)^(1/3): equal theta (D/F)^(1/3) gives equal N (D/F)^(1/3).
theta_match = coverage * (ratios[1] / ratios[2])**(1 / 3)
step_match = int(round(2 * theta_match * ratios[2])) - 1
reduced_a = densities[1] * ratios[1]**(1 / 3)
reduced_b = histories[2][step_match] / sites * ratios[2]**(1 / 3)
assert abs(reduced_b / reduced_a - 1) < 0.05   # lattice effect and noise
print(f"N (D/F)^(1/3), D/F = 7e4, coverage {coverage}: {reduced_a:.3f}")
print(f"N (D/F)^(1/3), D/F = 5e5, coverage {theta_match:.4f}: {reduced_b:.3f}")
coverage_exponent = np.log2(counts[-1] / counts[counts.size // 2 - 1])
print(f"coverage exponent from 0.15 to 0.3, D/F = 5e5: {coverage_exponent:.3f}")

# Adatom number at the largest ratio: steady profile less the adatoms that
# dimers remove before capture, for the mean island number of the window.
window = counts.size // 10
adatoms_seen = populations[-window:].mean()
steady = np.sum(lengths**3) / (12 * ratios[-1])
steady *= (counts[-1] / counts[-window:].mean())**2
u = np.arange(1, 100) / 100
removed = c * np.sum(meeting_weights * u * (1 - u)) * np.sum(lengths**6) / ratios[-1]**2
assert abs(adatoms_seen / (steady - removed) - 1) < 0.08   # few adatoms
print(f"adatoms present, simulation: {adatoms_seen:.1f}")
print(f"adatoms present, steady profile alone: {steady:.1f}")
print(f"adatoms present, less those lost to dimers: {steady - removed:.1f}")

# Example: nickel on fcc-Ni(110), rough typical energies.
k_eV = constants.k / constants.e
attempt, E_along, E_across, E_bond = 1e13, 0.25, 0.35, 0.30
lattice_nm, T_example, flux, theta = 0.352, 120.0, 1e-3, 0.1
site_nm = lattice_nm / np.sqrt(2)


def conditions(T, along=E_along, across=E_across):
    """D/F, spacing in sites, channel changes per adatom lifetime, and
    dimer breakups before the next capture, all from the limiting law."""
    D = attempt * np.exp(-along / (k_eV * T))
    spacing = (D / (flux * theta))**0.25 / A
    lifetime = M3 * spacing**2 / (12 * D)
    changes = 2 * attempt * np.exp(-across / (k_eV * T)) * lifetime
    breakups = 2 * D * np.exp(-E_bond / (k_eV * T)) / (flux * spacing)
    return D / flux, spacing, changes, breakups


ratio, spacing, changes, breakups = conditions(T_example)
areal = 1e14 / (spacing * site_nm * lattice_nm)
print(f"Ni(110) rough inputs: along {E_along} eV, across {E_across} eV,")
print(f"  dimer bond {E_bond} eV, attempt rate {attempt:.0e} 1/s")
print(f"lattice constant {lattice_nm} nm, site spacing {site_nm:.3f} nm")
print(f"T = {T_example:.0f} K, flux {flux} ML/s, coverage {theta} ML")
print(f"deposition time: {theta / flux:.0f} s")
print(f"D: {ratio * flux:.1f} sites^2/s = {ratio * flux * site_nm**2 * 1e-14:.2e} cm2/s")
print(f"D/F: {ratio:.3e}")
print(f"coverage times (D/F)^(1/3): {theta * ratio**(1 / 3):.2f}")
print(f"law: N = {1 / spacing:.5f} per site, {areal:.2e} 1/cm2")
print(f"law: spacing {spacing:.1f} sites = {spacing * site_nm:.1f} nm")
print(f"constant-capture over true gap rate at this L: {spacing / (120 * c):.1f}")

# Effects left out of the law, at the example's own numbers.
point_counts, _, _ = grow(ratio, theta, sites)
wide_counts, _, _ = grow(ratio, theta, sites, extended=True)
finite_ratio = point_counts[-1] / sites * spacing
# The shortfall is carried over from the runs above at equal
# theta (D/F)^(1/3), on which the continuum model alone depends.
finite_estimate = 1 + shortfall_slope * (coverage / theta)**0.75 * ratio**-0.25
extent_ratio = wide_counts[-1] / point_counts[-1]
extent_estimate = ((1 - (1 - theta)**5) / (5 * theta))**0.25
changes_simulated = changes / finite_ratio**2
assert abs(finite_ratio - finite_estimate) < 0.05   # lattice effect, noise
assert abs(extent_ratio - extent_estimate) < 0.04   # noise of both runs
assert changes_simulated < 0.1 and breakups < 1e-3
print(f"simulated N over law, point islands: {finite_ratio:.3f}")
print(f"  estimate from the shortfall of the runs above: {finite_estimate:.3f}")
print(f"simulated: spacing {spacing * site_nm / finite_ratio:.1f} nm,"
      f" density {areal * finite_ratio:.2e} 1/cm2")
print(f"N with growing islands over point islands: {extent_ratio:.3f}")
print(f"  estimate from the shrinking gaps: {extent_estimate:.3f}")
print(f"channel changes per lifetime, law spacing: {changes:.3f}")
print(f"channel changes per lifetime, simulated spacing: {changes_simulated:.3f}")
print(f"dimer breakups before next capture: {breakups:.1e}")
_, spacing_slow, _, _ = conditions(T_example, along=E_along + 0.05)
_, _, changes_low, _ = conditions(T_example, across=E_across - 0.05)
print(f"law spacing, barrier along 0.05 eV higher: {spacing_slow * site_nm:.1f} nm")
print(f"channel changes, barrier across 0.05 eV lower: {changes_low:.2f}")
T_limit = brentq(lambda T: np.log(conditions(T)[2]), 100, 300)
_, _, changes_room, breakups_room = conditions(300.0)
assert changes_room > 1 and breakups_room > 1
print(f"temperature for one channel change per lifetime: {T_limit:.0f} K")
print(f"300 K: channel changes per lifetime by the law: {changes_room:.1e}")
print(f"300 K: dimer breakups before next capture: {breakups_room:.1e}")
print("finished without a failed check")
```

Running it gives:

```
c, closed form: 0.039134
c, lattice pair problem with L = 100: 0.039137
exponent of L in the gap nucleation rate: 3.9997
gaps in the splitting simulation: 41645
M4 from growth of the gap number: 2.507
M4 from the gap lengths: 2.488
M3, mean cube of the scaled gap: 1.649
predicted prefactor A: 0.7914
F/D exponent, constant capture number: 0.1970
simulation: 200000 sites, coverage 0.3
D/F = 1e+04: islands 9990, N = 0.04995 per site, over law 0.853, M4 3.07
D/F = 7e+04: islands 6497, N = 0.03248 per site, over law 0.902, M4 2.80
D/F = 5e+05: islands 4130, N = 0.02065 per site, over law 0.937, M4 2.70
F/D exponent over all three runs: 0.2258
F/D exponent, lower and upper pair: 0.2211, 0.2304
F/D exponent extrapolated to large D/F: 0.2452
N over law extrapolated to large D/F: 0.987
M4 of the simulation, extrapolated: 2.46
N (D/F)^(1/3), D/F = 7e4, coverage 0.3: 1.339
N (D/F)^(1/3), D/F = 5e5, coverage 0.1558: 1.350
coverage exponent from 0.15 to 0.3, D/F = 5e5: 0.297
adatoms present, simulation: 128.9
adatoms present, steady profile alone: 139.4
adatoms present, less those lost to dimers: 124.4
Ni(110) rough inputs: along 0.25 eV, across 0.35 eV,
  dimer bond 0.3 eV, attempt rate 1e+13 1/s
lattice constant 0.352 nm, site spacing 0.249 nm
T = 120 K, flux 0.001 ML/s, coverage 0.1 ML
deposition time: 100 s
D: 316.6 sites^2/s = 1.96e-13 cm2/s
D/F: 3.166e+05
coverage times (D/F)^(1/3): 6.82
law: N = 0.01876 per site, 2.14e+13 1/cm2
law: spacing 53.3 sites = 13.3 nm
constant-capture over true gap rate at this L: 11.3
simulated N over law, point islands: 0.855
  estimate from the shortfall of the runs above: 0.870
simulated: spacing 15.5 nm, density 1.83e+13 1/cm2
N with growing islands over point islands: 0.947
  estimate from the shrinking gaps: 0.951
channel changes per lifetime, law spacing: 0.049
channel changes per lifetime, simulated spacing: 0.067
dimer breakups before next capture: 3.0e-09
law spacing, barrier along 0.05 eV higher: 4.0 nm
channel changes, barrier across 0.05 eV lower: 6.20
temperature for one channel change per lifetime: 139 K
300 K: channel changes per lifetime by the law: 2.3e+04
300 K: dimer breakups before next capture: 5.8e+03
finished without a failed check
```
